# Analytic Energy Gradients with Respect to Gaussian Basis Exponents

When a Gaussian basis gives too high an energy, one must decide whether to move its exponents or to add functions. The slope of the energy with respect to each exponent tells which moves would help. Central differences require two further self-consistent calculations per exponent. The analytic gradient requires one converged calculation and one additional class of integrals. It must, however, include the change in the overlap matrix, and a zero gradient must not be mistaken for a complete basis.

Consider a closed-shell atom in the restricted Hartree-Fock (RHF) approximation, with a fixed point nucleus of charge $Z$ at the origin. Hartree atomic units are used. The basis consists of real, unnormalized s Gaussians, each with its own exponent:

$$
\chi_p(\mathbf r)=e^{-\zeta_p r^2},\qquad
\phi_i=\sum_p c_{pi}\chi_p .
$$

The index $i$ runs over doubly occupied orbitals. The basis is linearly independent, and the converged solution is an isolated stationary point that varies smoothly with the exponents. Differentiating one basis function gives

$$
\frac{\partial\chi_p}{\partial\zeta_p}=-r^2\chi_p .
$$

A small increase in $\zeta_p$ therefore subtracts an $r^2$-weighted copy of the function, removing amplitude mostly from its outer part. Every integral derivative follows from this replacement.

For two functions with exponents $a$ and $b$, let $p=a+b$ within integral formulas. The Gaussian integral gives the overlap $S_{ab}=(\pi/p)^{3/2}$. Differentiating it with respect to $p$ gives

$$
\int r^2e^{-pr^2}\,d^3r=\frac{3}{2p}S_{ab}.
$$

Since $-\tfrac12\nabla^2e^{-br^2}=(3b-2b^2r^2)e^{-br^2}$, the kinetic integral is

$$
T_{ab}=\left(3b-\frac{3b^2}{p}\right)S_{ab}
=\frac{3ab\,\pi^{3/2}}{p^{5/2}} .
$$

The nuclear attraction integral is

$$
V_{ab}=-4\pi Z\int_0^\infty r e^{-pr^2}\,dr=-\frac{2\pi Z}{p}.
$$

For the repulsion between $e^{-pr_1^2}$ and $e^{-qr_2^2}$, where $q$ is the exponent sum of the second pair, write

$$
\frac1{r_{12}}=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r_{12}^2}\,du .
$$

For each Cartesian direction, the quadratic form in the exponent has determinant $(p+u^2)(q+u^2)-u^4=pq+(p+q)u^2$. The three directions together give $\pi^3[pq+(p+q)u^2]^{-3/2}$. An antiderivative of $(A+Bu^2)^{-3/2}$ is $u/[A\sqrt{A+Bu^2}]$, so its integral from zero to infinity is $1/(A\sqrt B)$. Hence

$$
(ab|cd)=\frac{2\pi^{5/2}}{pq\sqrt{p+q}} .
$$

To weight the first function by $r^2$, apply $-\partial/\partial a$ while holding the other exponents fixed, even if one of them has the same numerical value. The results are

$$
\langle r^2a|b\rangle=\frac{3\pi^{3/2}}{2p^{5/2}},\qquad
\langle r^2a|-Z/r|b\rangle=-\frac{2\pi Z}{p^2},
$$

$$
\begin{aligned}
\langle r^2a|-\tfrac12\nabla^2|b\rangle
&=3b\pi^{3/2}\left(\frac{5a}{2p^{7/2}}-\frac1{p^{5/2}}\right)\\
&=\frac{3b\pi^{3/2}(\tfrac32a-b)}{p^{7/2}},
\end{aligned}
$$

$$
(r^2a\,b|cd)=\frac{2\pi^{5/2}}q
\left[\frac1{p^2\sqrt{p+q}}+\frac1{2p(p+q)^{3/2}}\right].
$$

From here on, $p$ again labels a basis function. Define the density matrix $P_{mn}=2\sum_i c_{mi}c_{ni}$, the one-electron matrix $h$, and the mean-field matrix

$$
G_{mn}=\sum_{ls}P_{ls}\left[(mn|ls)-\tfrac12(ml|ns)\right].
$$

The Fock matrix is $F=h+G$, and the energy is

$$
E=\sum_{mn}P_{mn}h_{mn}+\frac12\sum_{mn}P_{mn}G_{mn}.
$$

First change $\zeta_p$ with all coefficients frozen. In $h_{mn}$ the changed function can be on the left or on the right. The two contributions are equal because $h$ is Hermitian and everything is real, so the one-electron part is $-2\sum_nP_{pn}\langle r^2\chi_p|h|\chi_n\rangle$.

In the repulsion energy the changed function can occupy four positions. For the Coulomb term, exchanging $m$ with $n$, $l$ with $s$, or the two pairs leaves both the integral and $P_{mn}P_{ls}$ unchanged. For the exchange integral $(ml|ns)$, the simultaneous interchanges $m\leftrightarrow l,\ n\leftrightarrow s$ and $m\leftrightarrow n,\ l\leftrightarrow s$ do the same. All four positions therefore contribute equally, and the prefactor $\tfrac12$ turns four into two. Altogether,

$$
\left(\frac{\partial E}{\partial\zeta_p}\right)_C
=-2\sum_nP_{pn}\langle r^2\chi_p|F|\chi_n\rangle .
$$

This is not yet the derivative of the RHF energy. When the basis functions change, orbitals with frozen coefficients cease to be orthonormal. The coefficients must respond.

Because $G$ is linear in $P$, and because the repulsion energy is symmetric in its two density matrices, a density change gives $\delta E=\sum_{mn}F_{mn}\delta P_{mn}$. Inserting $\delta P=2\sum_i(\delta c_i c_i^T+c_i\delta c_i^T)$, and then the converged equation $Fc_i=\varepsilon_iSc_i$, gives

$$
\delta E_{\mathrm{coef}}
=4\sum_i\delta c_i^TFc_i
=4\sum_i\varepsilon_i\,\delta c_i^TSc_i .
$$

The normalization condition $c_i^TSc_i=1$ must survive the change. Its first variation is

$$
2\,\delta c_i^TSc_i+c_i^T\delta S\,c_i=0 .
$$

Thus the unknown coefficient change can be eliminated:

$$
\delta E_{\mathrm{coef}}
=-2\sum_i\varepsilon_i c_i^T\delta S\,c_i
=-\sum_{mn}W_{mn}\delta S_{mn},
$$

where $W_{mn}=2\sum_i\varepsilon_i c_{mi}c_{ni}$ is the energy-weighted density matrix. The changed function again occurs on the left or on the right of $S$. Each occurrence supplies a minus sign, which cancels the one in front of $W$. The full gradient is

$$
\boxed{
\frac{dE}{d\zeta_p}=-2\sum_n\left[
P_{pn}\langle r^2\chi_p|F|\chi_n\rangle
-W_{pn}\langle r^2\chi_p|\chi_n\rangle\right].}
$$

The second term is the overlap, or Pulay, term. It can be obtained without re-solving the RHF equations. Let the columns of $C$ be the occupied coefficient vectors. Orthonormality is restored by replacing $C$ with $C(C^TS'C)^{-1/2}$, where $S'=S+\delta S$. To first order $\delta C=-\tfrac12C(C^T\delta S\,C)$. Since $C^TFC$ is diagonal with entries $\varepsilon_i$, the energy changes by $-2\sum_i\varepsilon_i(C^T\delta S\,C)_{ii}$, which is the same term. The remaining response rotates the occupied orbitals among themselves, which leaves $P$ unchanged, and mixes occupied with virtual orbitals, which at convergence costs no energy to first order.

If convergence is incomplete, that mixing leaves an error that is, to leading order in $F_{ai}$, $4\sum_{ia}U_{ai}F_{ai}$. Here $a$ labels a virtual orbital, $U_{ai}$ is the derivative of the mixing coefficient, and $F_{ai}$ is the unconverged Fock element. The gradient error is linear in $F_{ai}$, whereas the energy error near a stationary point is quadratic. An exponent optimization therefore needs tighter convergence than the energy alone suggests. Two s functions cannot share an exponent in a linearly independent basis, but functions of different angular form can, as in a p shell; their contributions must then be added.

Writing out $P$ and $W$ puts the gradient in a more revealing form:

$$
\frac{dE}{d\zeta_p}
=-4\sum_i c_{pi}\langle r^2\chi_p|F-\varepsilon_i|\phi_i\rangle .
$$

Here $F$ stands for the operator whose matrix was defined above. The function $\rho_i=(F-\varepsilon_i)\phi_i$ is the orbital residual, the amount by which the finite-basis orbital fails to satisfy the Hartree-Fock equation in full space. The finite-basis equations say that $\langle\chi_n|\rho_i\rangle=0$ for every basis function. The residual can be large, but it is orthogonal to the basis.

This orthogonality also settles the role of normalization. A normalized s function is $\tilde\chi_p=(2\zeta_p/\pi)^{3/4}\chi_p$, so

$$
\frac{\partial\tilde\chi_p}{\partial\zeta_p}
=\left(\frac3{4\zeta_p}-r^2\right)\tilde\chi_p .
$$

The extra piece is proportional to a function already in the basis, and its contribution contains $\langle\chi_p|\rho_i\rangle=0$. The total is unchanged, but its two parts are not. In the derivative with respect to $\ln\zeta_p$, normalization adds $\tfrac32(PF)_{pp}$ to the Hamiltonian part and subtracts the equal quantity $\tfrac32(WS)_{pp}$ from the overlap part. For a single function, neither part has a value independent of the normalization. Even the sums over all functions shift: for normalized functions a common scaling of the exponents leaves $S$ unchanged, so the overlap parts add to zero, whereas for unnormalized functions they add to $\tfrac32\,\mathrm{Tr}(WS)=3\sum_i\varepsilon_i$.

Helium with one Gaussian allows a calculation by hand. Dividing the integrals by the norm gives a kinetic energy $3\zeta/2$ per electron, a nuclear attraction $-4\sqrt{2\zeta/\pi}$ per electron, and a repulsion $2\sqrt{\zeta/\pi}$ between the electrons. Therefore

$$
E=3\zeta-(8\sqrt2-2)\sqrt{\frac{\zeta}{\pi}},\qquad
\frac{dE}{d\zeta}=3-\frac{4\sqrt2-1}{\sqrt{\pi\zeta}} .
$$

At $\zeta=1\ \mathrm{bohr}^{-2}$ the energy is $-2.25470$ hartree. With an unnormalized function and a frozen coefficient, the kinetic, attraction and repulsion integrals scale as $\zeta^{-1/2}$, $\zeta^{-1}$ and $\zeta^{-5/2}$. Multiplying each energy by its power gives the Hamiltonian part of $dE/d\ln\zeta$:

$$
-\frac32+8\sqrt{\frac2\pi}-\frac5{\sqrt\pi}=2.06213\ \text{hartree}.
$$

The weighted overlap divided by the ordinary overlap is $3/(4\zeta)$, so the overlap part is $3\varepsilon$:

$$
3\left(\frac32-4\sqrt{\frac2\pi}+\frac2{\sqrt\pi}\right)
=-1.68948\ \text{hartree}.
$$

Their sum is $0.37265$ hartree, as the closed derivative gives. The positive slope calls for a smaller exponent. Setting it to zero gives $\zeta=(4\sqrt2-1)^2/(9\pi)=0.76700\ \mathrm{bohr}^{-2}$, where the energy is $-2.30099$ hartree.

An even-tempered set restricts the exponents to a geometric sequence,

$$
\zeta_k=\alpha\beta^k,\qquad k=0,\ldots,N-1 .
$$

With $g_k=\zeta_k\,dE/d\zeta_k=dE/d\ln\zeta_k$, the relation $\ln\zeta_k=\ln\alpha+k\ln\beta$ gives

$$
\frac{\partial E}{\partial\ln\alpha}=\sum_k g_k,\qquad
\frac{\partial E}{\partial\ln\beta}=\sum_k k\,g_k .
$$

The first sum has a direct physical meaning. Multiplying every exponent by $\lambda^2$ changes each function from $\chi(\mathbf r)$ to $\chi(\lambda\mathbf r)$. The old coefficients, multiplied by $\lambda^{3/2}$, then give orthonormal scaled orbitals with energy $\lambda^2T+\lambda V$. Here $T$ is the total kinetic energy and $V$ the total potential energy, including electron repulsion. These orbitals need not be the RHF orbitals of the scaled basis, but restoring orthonormality is sufficient for the first derivative. At $\lambda=1$ the derivative with respect to $\ln\lambda$ is $2T+V$. Since $\ln\alpha$ changes by $2\ln\lambda$,

$$
\frac{\partial E}{\partial\ln\alpha}=T+\frac V2 .
$$

Optimizing $\alpha$ thus enforces $V=-2T$, the virial theorem for an atom.

Beryllium has two occupied s orbitals with very different energies, so $W$ is not proportional to $P$. Take six s functions with $\alpha=0.06\ \mathrm{bohr}^{-2}$ and $\beta=4$. Repeated diagonalization of a damped Fock matrix gives $E=-14.49671$ hartree, with orbital energies $-4.71065$ and $-0.30981$ hartree. These values belong to this small basis; the 16-function reference set introduced below gives $-4.7327$ and $-0.3093$ hartree. The logarithmic gradients, in hartree and for unnormalized functions, are as follows.

| $\zeta_k$ (bohr$^{-2}$) | Hamiltonian | Overlap | Total |
|---:|---:|---:|---:|
| 0.06 | 0.51385 | −0.52826 | −0.01440 |
| 0.24 | 0.50769 | −0.49886 | 0.00883 |
| 0.96 | 1.98817 | −2.01979 | −0.03162 |
| 3.84 | 8.23914 | −8.24768 | −0.00853 |
| 15.36 | 3.21803 | −3.13257 | 0.08546 |
| 61.44 | 0.50458 | −0.63423 | −0.12965 |

For the tightest function, omitting the overlap term would reverse the sign of the slope and recommend a smaller exponent. Normalizing the functions does not remove the need for it: the two parts become $0.12476$ and $-0.25441$ hartree, with the same total. At $\zeta=3.84\ \mathrm{bohr}^{-2}$, two terms of about 8 hartree cancel to leave less than 0.01 hartree. Their size reflects the unnormalized convention, since normalized functions give $0.18746$ and $-0.19600$ hartree. In either form the total is small and its error is linear in $F_{ai}$, so both parts must be computed from consistent, well-converged matrices.

Adding the last column gives $\partial E/\partial\ln\alpha=-0.08991$ hartree. The energies $T=14.31688$ and $V=-28.81359$ hartree give the same value through $T+V/2$. Weighting the rows by $k$ gives

$$
\begin{aligned}
\frac{\partial E}{\partial\ln\beta}
={}&0.00883+2(-0.03162)+3(-0.00853)\\
&+4(0.08546)+5(-0.12965)\\
={}&-0.38641\ \text{hartree}.
\end{aligned}
$$

Both slopes are negative, so to first order a larger $\alpha$ and a larger $\beta$ lower the energy.

What such slopes say about completeness follows from the residual form. Split $r^2\chi_p$ into a part inside the span of the basis and a part $Q(r^2\chi_p)$ orthogonal to it. The inside part contributes nothing. The Cauchy-Schwarz inequality then gives

$$
\left|\frac{dE}{d\zeta_p}\right|
\le4\sum_i|c_{pi}|\,
\|Q(r^2\chi_p)\|\,\|\rho_i\| .
$$

The gradient vanishes if $r^2\chi_p$ already lies in the span. It also tends to zero if the residual norms do, provided that the coefficients and the norms of the outside parts stay bounded. Closely spaced exponents make the outside part small, because

$$
\frac{e^{-\zeta r^2}-e^{-(\zeta+\delta)r^2}}{\delta}
\longrightarrow r^2e^{-\zeta r^2}
\qquad(\delta\to0).
$$

Two neighbouring functions can therefore imitate the derivative of either one. The same limit makes them nearly linearly dependent, and their coefficients may become large with opposite signs. Reducing $\beta$ toward one at fixed $N$ also narrows the range of exponents. Completeness needs both range and density, and the bound does not guarantee a uniformly small gradient.

To follow this in beryllium, $\alpha$ and $\beta$ were optimized for several $N$ by a quasi-Newton search with the analytic gradient, followed by Newton steps whose second derivatives came from differences of that gradient. The energy gap is measured from an RHF calculation with 16 s functions, $\alpha=0.03\ \mathrm{bohr}^{-2}$ and $\beta=2.4$, which gives $-14.57299$ hartree. This reference has a finite basis and omits electron correlation and relativity. A set of 24 s functions with $\alpha=0.02\ \mathrm{bohr}^{-2}$ and $\beta=2$ lies 0.03 millihartree lower, which would raise every gap by that amount. In the table, $\alpha$ is in bohr$^{-2}$, and the gap and the largest $|g_k|$ are in millihartree.

| $N$ | $\alpha$ | $\beta$ | Gap | Largest $\lvert g_k\rvert$ |
|---:|---:|---:|---:|---:|
| 4 | 0.1294 | 6.170 | 283.3 | 437.7 |
| 6 | 0.1036 | 4.445 | 37.8 | 130.4 |
| 8 | 0.0703 | 3.555 | 6.47 | 12.1 |
| 10 | 0.0618 | 3.127 | 1.26 | 10.2 |

The optimized sets extend in range and become denser as $N$ grows. Their individual gradients remain nonzero because optimization makes only the two sums $\sum_kg_k$ and $\sum_kkg_k$ vanish. From eight to ten functions the energy gap falls by a factor of about five, while the largest gradient falls by only about one sixth. The gradient is a direction for improvement, not a calibrated estimate of the basis error.

Releasing all six exponents from the geometric sequence makes the distinction sharper. The same search, started from the optimized six-function set, finds a local minimum at $-14.55638$ hartree, 21.2 millihartree below that set. Its exponents are 0.1045, 1.419, 4.713, 17.19, 75.82 and 503.8 bohr$^{-2}$. Neighbouring ratios range from 3.3 to 13.6, so this minimum is far from even-tempered. The search does not establish that it is the lowest minimum.

At this minimum every $|g_k|$ vanishes to within the accuracy allowed by the self-consistent convergence, which was stopped when the elements $F_{ai}$ fell below $10^{-9}$ hartree, yet the energy is still 16.6 millihartree above the reference. The eight-function even-tempered set has visibly nonzero individual gradients and a smaller gap, 6.47 millihartree. A vanishing exponent gradient says that the residual has no first-order effect along the available displacements $r^2\chi_p$, in the combination weighted by the orbital coefficients. The terms of the separate orbitals need only cancel: at $\zeta=1.419\ \mathrm{bohr}^{-2}$ the 1s and 2s terms of $g_k$ are $+10.4$ and $-10.4$ millihartree. Nor does a zero gradient say that the residual vanishes in other directions. When the gradients are large, moving exponents can lower the energy; when they vanish and the energy is still too high, small moves give no first-order gain, and adding functions is the systematic next step.
